# Dielectric averages and supercell shape for charged defects in anisotropic hosts

## Question

I am modelling a defect of charge $q=1\,e$ in a layered host. Its dielectric tensor is diagonal, with eigenvalues 16 and 16 in the plane and 2 along the axis. My supercell is a cube of edge $L=12$ Å, aligned with these axes. To remove the interaction with the periodic images I add

$$\frac{q^2\alpha}{2\varepsilon L},\qquad \alpha=2.8373,$$

with $\varepsilon=(16+16+2)/3=11.33$. This gives 0.150 eV.

A colleague says that I need the geometric mean, $(16\cdot16\cdot2)^{1/3}=8$, and that a flat cell would be better than a cube. With 8 in the formula my correction rises to 0.213 eV. Which average is right, and in what sense could a flat cell be better? I had assumed that the best cell is the one that needs the smallest correction.

## Answer

The geometric mean belongs in the prefactor, but putting it into your formula makes your cube worse, because the constant 2.8373 is wrong for this cube whichever mean is used, and the larger arithmetic mean offsets part of that error. Both facts follow from one change of coordinates.

### The energy shift

I use Gaussian units. The host is described by a uniform, local, symmetric and positive-definite tensor $\varepsilon$. The cell has volume $\Omega$ and lattice vectors $\mathbf R$. A uniform background neutralizes the charge, and the average potential is set to zero. Then

$$\nabla\cdot(\varepsilon\nabla\phi)=-4\pi q\Big[\sum_{\mathbf R}\delta(\mathbf x-\mathbf R)-\frac1\Omega\Big].$$

Substitute $\mathbf x=\varepsilon^{1/2}\mathbf y$. By the chain rule $\partial/\partial y_a=\sum_i(\varepsilon^{1/2})_{ia}\,\partial/\partial x_i$, so

$$\nabla_y^2=\sum_{ij}\varepsilon_{ij}\frac{\partial^2}{\partial x_i\partial x_j},$$

which is the operator on the left. Write $D=\det\varepsilon$. Volumes obey $d^3x=\sqrt D\,d^3y$, hence $\delta(\mathbf x)=\delta(\mathbf y)/\sqrt D$ and $\Omega=\sqrt D\,\tilde\Omega$. Both source terms acquire the same factor:

$$\nabla_y^2\phi=-\frac{4\pi q}{\sqrt D}\Big[\sum_{\tilde{\mathbf R}}\delta(\mathbf y-\tilde{\mathbf R})-\frac1{\tilde\Omega}\Big],\qquad \tilde{\mathbf R}=\varepsilon^{-1/2}\mathbf R.$$

This is a vacuum problem for a charge $q/\sqrt D$ on the scaled lattice. The isolated charge has the potential $q/(\sqrt D\,|\mathbf y|)$, with $|\mathbf y|^2=\mathbf x\cdot\varepsilon^{-1}\mathbf x$.

For a unit charge in vacuum, the periodic potential minus the isolated one, taken at the charge, defines the Madelung constant: it equals $-\alpha/\tilde\Omega^{1/3}$. The number $\alpha$ depends on the shape of the lattice and not on its size. Let $w$ be the same difference in the medium, per unit charge. Since $\tilde\Omega^{1/3}=\Omega^{1/3}D^{-1/6}$,

$$w(0)=-\frac{1}{D^{1/2}}\,\frac{\alpha(\tilde A)}{\Omega^{1/3}D^{-1/6}}=-\frac{\alpha(\tilde A)}{D^{1/3}\,\Omega^{1/3}},$$

where $\tilde A$ denotes the scaled cell and $A$ the real one. The electrostatic energy is half the integral of charge density times potential. The background contributes nothing to it because the average potential is zero. Thus

$$\boxed{\Delta E=E_{\rm per}-E_{\rm iso}=-\frac{q^2\,\alpha(\tilde A)}{2\,\varepsilon_g\,\Omega^{1/3}},\qquad \varepsilon_g=(\det\varepsilon)^{1/3}}$$

The correction to add is $-\Delta E$. The factor $\varepsilon_g$ is the geometric mean of the eigenvalues. If $\varepsilon$ is isotropic, scaling leaves the shape unchanged and your formula returns.

### Computing the shape constant

In vacuum the periodic potential of a unit charge can be written as $4\pi\int_0^\infty dt\,e^{t\nabla^2}$ acting on the bracketed source. Applying $-\nabla^2$ gives $4\pi$ times the source at $t=0$ minus its value at $t\to\infty$, which vanishes because the source has zero average. A point source spreads into $(4\pi t)^{-3/2}e^{-y^2/4t}$. Subtracting the isolated charge gives, at the origin,

$$-\frac{\alpha}{\tilde\Omega^{1/3}}=4\pi\int_0^\infty dt\Big[K(t)-\frac1{\tilde\Omega}-\frac1{(4\pi t)^{3/2}}\Big],$$

$$K(t)=\sum_{\tilde{\mathbf R}}\frac{e^{-\tilde R^2/4t}}{(4\pi t)^{3/2}}=\frac1{\tilde\Omega}\sum_{\mathbf G}e^{-G^2t}.$$

Here $\mathbf G$ are the reciprocal vectors of the scaled lattice. Use the first form of $K$ for $t<1/4\eta^2$ and the second for larger $t$. Integrating term by term gives the Ewald sum

$$-\frac{\alpha}{\tilde\Omega^{1/3}}=\sum_{\tilde{\mathbf R}\ne0}\frac{\operatorname{erfc}(\eta\tilde R)}{\tilde R}+\sum_{\mathbf G\neq0}\frac{4\pi\,e^{-G^2/4\eta^2}}{\tilde\Omega G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\tilde\Omega\eta^2}.$$

The third term is the isolated charge integrated over large $t$, and the last is the background integrated over small $t$. The result does not depend on $\eta$.

### Your cube

The scaled edges are $12/4$, $12/4$ and $12/\sqrt2$ Å, so your cube has become a tall prism. Its constant is $\alpha(\tilde A)=1.327$ instead of 2.837. With $e^2=14.40$ eV Å,

$$-\Delta E=\frac{14.40\times1.327}{2\times8\times12}\ \text{eV}=0.0995\ \text{eV}.$$

Your value of 0.150 eV is 51% above this, and your colleague's replacement, 0.213 eV, is 114% above it.

You can ask which scalar would make your original formula give the right answer. Equating the two expressions gives

$$\varepsilon_{\rm eff}=\varepsilon_g\,\frac{\alpha(A)}{\alpha(\tilde A)}=8\times\frac{2.837}{1.327}=17.1.$$

This exceeds the largest eigenvalue, 16. A mean lies between the smallest and largest eigenvalues, so no mean of any kind can repair the formula for this cube.

### Why the arithmetic mean can look right

Take a cube aligned with the principal axes and a weak anisotropy, $\varepsilon_i=\varepsilon_g e^{s_i}$. The definition of $\varepsilon_g$ requires $\sum_i s_i=0$. To second order the arithmetic mean is

$$\varepsilon_a=\frac{\varepsilon_g}3\sum_i\Big(1+s_i+\frac{s_i^2}2\Big)=\varepsilon_g\Big(1+\frac16\sum_i s_i^2\Big).$$

Now expand the shape constant. Since $\alpha$ does not depend on size, set $\tilde\Omega=1$. The scaled edges are then $e^{-s_i/2}$. With $p=1/4t$ and $\theta(p)=\sum_n e^{-n^2p}$, summed over all integers,

$$K=\Big(\frac p\pi\Big)^{3/2}\prod_i\theta(pe^{-s_i}).$$

Expand $\ln\theta(pe^{-s_i})$ in $s_i$. The linear terms cancel in the product because $\sum_i s_i=0$, which leaves

$$\prod_i\theta(pe^{-s_i})\approx\theta^3\Big[1+\frac{g}{2}\sum_i s_i^2\Big],\qquad g(p)=\Big(p\frac{d}{dp}\Big)^2\ln\theta(p).$$

With $dt=dp/4p^2$ (the reversed limits absorb the minus sign), the integral for $-\alpha$ changes by

$$4\pi\cdot\frac12\cdot\frac14\cdot\frac1{\pi^{3/2}}\sum_i s_i^2\int_0^\infty\frac{\theta^3g}{\sqrt p}\,dp.$$

Therefore $\alpha(\tilde A)\approx\alpha_{\rm sc}(1-k\sum_i s_i^2)$, where $\alpha_{\rm sc}=2.8373$ is the simple cubic value and

$$k=\frac{1}{2\sqrt\pi\,\alpha_{\rm sc}}\int_0^\infty\frac{\theta^3g}{\sqrt p}\,dp=0.127.$$

Finite differences of the Ewald sum give the same value to three digits. Hence

$$\varepsilon_{\rm eff}\approx\varepsilon_g\Big(1+0.127\sum_i s_i^2\Big).$$

The arithmetic mean has 0.167 in place of 0.127, while the geometric mean has zero. In this setting the arithmetic mean is the closer of the two: its excess over $\varepsilon_g$ roughly imitates the change of shape constant that your formula omits.

The imitation depends on orientation. For eigenvalues 12, 12 and 8 in a cube, the means are $\varepsilon_g=10.48$ and $\varepsilon_a=10.67$. With the unique axis along a cube edge, $\varepsilon_{\rm eff}=10.64$, close to the arithmetic mean. With that axis along the body diagonal, $\varepsilon_{\rm eff}=10.45$, below even the geometric mean. The eigenvalues and the cell are the same, yet the required scalars differ. So no function of the eigenvalues alone can be a generally correct substitute.

### The flat cell

Choose edges proportional to $\sqrt{\varepsilon_i}$, keeping the volume at $12^3=1728$ Å$^3$:

$$L_i=12\sqrt{\varepsilon_i/8}\ \text{Å}=16.97,\ 16.97,\ 6.00\ \text{Å}.$$

The scaled cell is now a cube, so $\alpha(\tilde A)=2.837$ and

$$-\Delta E=\frac{14.40\times2.837}{2\times8\times12}\ \text{eV}=0.213\ \text{eV}.$$

This is your colleague's number, but it belongs to the flat cell. Here the arithmetic mean has no compensating error: with the right shape constant it gives 0.150 eV, which is 29% too small. Using the shape constant of the unscaled flat cell, 1.547, is also wrong. It gives 0.116 eV with the geometric mean and 0.082 eV with the arithmetic mean.

The flat cell thus needs more than twice the correction of your cube. A small leading correction is not a sound criterion for the best cell. In a cube with in-plane to axial ratio 13.87 the leading shift vanishes, because attractive and repulsive contributions cancel. The images are still there, and the next term in the energy survives.

### What the compact shape improves

A real defect charge is spread out. Let its density $\rho$ have total charge $q$, no dipole about the origin, and second moments $\int\rho\,x_ix_j\,d^3x=qS_{ij}$. Assume that it is well confined within the cell. Here $\rho$ is a rigid model charge screened by the uniform tensor everywhere, including inside it. Near a real defect the screening is not macroscopic, so the sizes found below are estimates within this model. The function $w(\mathbf x)$, the periodic minus the isolated potential of a unit point charge, is smooth near the origin. It is even, because a lattice has inversion symmetry:

$$w(\mathbf x)=w(0)+\frac12\,\mathbf x\cdot h\,\mathbf x+\dots$$

The energy shift is $\frac12\iint\rho(\mathbf x)\rho(\mathbf x')\,w(\mathbf x-\mathbf x')\,d^3x\,d^3x'$. In the quadratic term the cross products $\mathbf x\cdot h\,\mathbf x'$ integrate to zero because there is no dipole. The two remaining squares each give $\frac12q^2\operatorname{tr}(hS)$ inside the double integral. Including the prefactor $\frac12$,

$$\Delta E=\frac{q^2}{2}w(0)+\frac{q^2}{2}\operatorname{tr}(hS)+\dots$$

The first term is the shift already found. For the second, subtract the Poisson equation of the isolated charge from that of the lattice. Near the origin the delta functions cancel and the background remains, so $\operatorname{tr}(\varepsilon h)=4\pi/\Omega$.

Define $\tilde h=\varepsilon^{1/2}h\varepsilon^{1/2}$ and $\tilde S=\varepsilon^{-1/2}S\varepsilon^{-1/2}$. Cyclic invariance of the trace gives

$$\operatorname{tr}(hS)=\operatorname{tr}(\tilde h\tilde S),\qquad \operatorname{tr}\tilde h=\frac{4\pi}{\Omega}.$$

The cell shape can redistribute the eigenvalues $\lambda_i$ of $\tilde h$ but cannot change their sum. If $\tilde S$ has no negative eigenvalues, as for a density of one sign, then

$$|\operatorname{tr}(\tilde h\tilde S)|\le\max_i|\lambda_i|\,\operatorname{tr}\tilde S.$$

The bound is reached when $\tilde S$ points along the eigenvector with the largest $|\lambda_i|$. That largest value is at least the average, $4\pi/3\Omega$, and it equals the average if and only if all three eigenvalues are equal. Cubic symmetry of the scaled lattice ensures this, whether it is simple, body-centred or face-centred cubic.

This is the sense in which the scaled-compact cell is best: at fixed volume, and among densities with a fixed $\operatorname{tr}\tilde S$ (the spread measured in the scaled metric), it minimizes the worst-case second-moment error left after the leading correction. The choice of metric matters. If the real-space spread $\operatorname{tr}S$ is fixed instead, the same argument bounds the error by the largest eigenvalue of $h$ in magnitude. With $\operatorname{tr}(\varepsilon h)$ fixed, that eigenvalue is smallest when $h$ is proportional to the identity, whereas the flat cell has $h\propto\varepsilon^{-1}$. Returning to the scaled metric: in units of $4\pi/3\Omega$, the eigenvalues $\lambda_i$ of $\tilde h$ are 1, 1, 1 for the flat cell. For your cube they are 3.05 and 3.05 in the plane and $-3.10$ along the axis, so at the same $\operatorname{tr}\tilde S$ its worst case is about three times larger.

For a round Gaussian charge with a width of $\sigma=0.5$ Å along each axis, $\tilde S=\sigma^2\varepsilon^{-1}$, and the second-moment terms are

$$\text{flat:}\quad \frac{14.40\times0.5^2}{2}\cdot\frac{4\pi}{3\times1728}\Big(\frac1{16}+\frac1{16}+\frac12\Big)\text{eV}=2.7\ \text{meV},$$

$$\text{cube:}\quad \frac{14.40\times0.5^2}{2}\cdot\frac{4\pi}{3\times1728}\Big(\frac{2\times3.05}{16}-\frac{3.10}{2}\Big)\text{eV}=-5.1\ \text{meV}.$$

A direct calculation of the energies, which includes the higher terms, leaves 2.8 and $-4.8$ meV. The advantage is not guaranteed for every density. It also needs a narrow charge. For a round Gaussian with $\sigma=1.5$ Å the higher terms reverse the order, and the direct remainders are 35 meV for the flat cell and $-28$ meV for the cube. For a round charge the second-moment term vanishes at an intermediate shape, with an axial edge near 8.2 Å at the same volume. If $\tilde S$ is isotropic, the second-moment terms of the two cells are equal, and some densities make the term vanish in your cube.

The nearest image is also farther away in the metric that governs the potential. The distance $\sqrt{\varepsilon_g}\,\min_{\mathbf R\ne0}\sqrt{\mathbf R\cdot\varepsilon^{-1}\mathbf R}$ is 12.0 Å for the flat cell and 8.5 Å for the cube.

### What to do in practice

Keep the full tensor whatever the cell: scale the lattice vectors by $\varepsilon^{-1/2}$, compute $\alpha$ for that lattice, and divide by the geometric mean. For your present cube this gives 0.0995 eV.

Do not adopt the 6 Å cell on electrostatic grounds alone. Overlap of the defect's wavefunction with its images depends on how the state decays in the host, which the dielectric metric does not describe. A uniform dielectric tensor may also be a poor description over so short a distance. If you can afford it, enlarge the flat cell at fixed shape. Doubling every edge makes the short side 12 Å and halves the leading correction, at eight times the number of atoms.

The tensor must match the calculation: electronic screening alone if the ions are held at positions that carry no response to a defect charge (for example those of the neutral cell), electronic plus ionic screening if they are relaxed for the charge state being computed. If the ions are frozen at a geometry relaxed for a different, nonzero charge, as in a vertical transition, the frozen ionic polarization also interacts with the images. Neither tensor in the formula above then gives the correction in general, and even a neutral state needs a nonzero one. The formula does not apply to a slab with vacuum, where $\varepsilon$ varies in space. It also leaves out elastic interactions and the alignment of the average potential between the defect and host calculations.

The numerical check compares the first two terms of $\Delta E$ with energies of narrow Gaussian charges computed in the original coordinates. It includes a triclinic cell with a rotated tensor. The largest mismatch is $6\times10^{-5}$ of the leading shift.

## Computed results

```
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV Angstrom
dielectric eigenvalues = [16. 16.  2.] (dimensionless)
geometric mean = 8.0000, arithmetic mean = 11.3333
charge = 1 e, cell volume = 1728.0 Angstrom^3
Gaussian width for remainder = 0.50 Angstrom
[cube] sides = [12. 12. 12.] Angstrom
[cube] alpha of scaled cell = 1.32702
[cube] alpha of unscaled cell = 2.83730
[cube] effective constant = 17.1048
[cube] correct leading correction = 0.0995 eV
[cube] isotropic, arithmetic mean, unscaled alpha = 0.1502 eV
[cube] isotropic, geometric mean, unscaled alpha = 0.2128 eV
[cube] nearest image, scaled metric x sqrt(eps_g) = 8.485 Angstrom
[cube] scaled Hessian eigenvalues / (4 pi/3V) = [-3.0998  3.0499  3.0499]
[cube] remainder, direct = -4.768 meV
[cube] remainder, second-moment term = -5.099 meV
[compact] sides = [16.971 16.971  6.   ] Angstrom
[compact] alpha of scaled cell = 2.83730
[compact] alpha of unscaled cell = 1.54697
[compact] effective constant = 4.3618
[compact] correct leading correction = 0.2128 eV
[compact] isotropic, arithmetic mean, unscaled alpha = 0.0819 eV
[compact] isotropic, geometric mean, unscaled alpha = 0.1160 eV
[compact] nearest image, scaled metric x sqrt(eps_g) = 12.000 Angstrom
[compact] scaled Hessian eigenvalues / (4 pi/3V) = [1. 1. 1.]
[compact] remainder, direct = 2.832 meV
[compact] remainder, second-moment term = 2.727 meV
[compact] right alpha, arithmetic prefactor = 0.1502 eV
[compact] correction lost by that prefactor = 29.41 %
weak anisotropy k: heat kernel = 0.12691, finite difference = 0.12695
arithmetic-mean coefficient = 0.16667
mild tensor eigenvalues = [12. 12.  8.] (dimensionless)
mild: geometric mean = 10.4830, arithmetic mean = 10.6667
mild: effective constant, axis along cube edge = 10.6351
mild: effective constant, axis along diagonal = 10.4513
cubic Madelung constants: sc = 2.83730, bcc = 2.88846, fcc = 2.88828
in-plane/axial eps ratio for zero shift in a cube = 13.872
flux/(4 pi q): enclosing = 1.000000, not enclosing = 0.000000
largest relative mismatch, formula vs direct = 6.0e-05
remainder ratio on doubling Gaussian width = 15.49
```
